\section*{Why ballistic and diffusive contacts report different spin polarizations}

\section{One metal, three polarizations}

Take a model ferromagnet whose majority electrons have Fermi wavevector $11\ \mathrm{nm^{-1}}$ and mass $m_e$, and whose minority electrons have $8\ \mathrm{nm^{-1}}$ and $3m_e$. Its density of states has polarization $-0.37$. The current through a very short contact has polarization $+0.31$; through a long one, with the same scattering time for both spins, $+0.77$. Nothing in the metal has changed between these numbers, and the first even has the opposite sign.

The cause is the weight that each measurement gives to a state at the Fermi surface. A density of states counts states. A ballistic current counts arrivals at a plane, so a state counts in proportion to its speed. In a diffusive current the speed enters twice: once in how far the field displaces the distribution, once in the current that the displaced electrons carry. Here the majority electrons are fast and the minority electrons slow, so each factor of speed favours the majority.

The conductances of the two spins, $G_\uparrow$ and $G_\downarrow$, define
\begin{equation}
P=\frac{G_\uparrow-G_\downarrow}{G_\uparrow+G_\downarrow}.
\end{equation}
This is a property of the normal-state current. A superconducting tip gives a conductance ratio from which $P$ must be inferred, and the rule for inferring it also depends on the regime.

\section{Where the powers of velocity come from}

For spin $s$, write the Fermi-surface average of a quantity $f$ as
\begin{equation}
\langle N f\rangle_s=\int\!\frac{d^3k}{(2\pi)^3}\,\delta(E_s-E_F)\,f ,
\end{equation}
so that $\langle N\rangle_s=N_s$ is the density of states per spin. Current flows along $x$, and $v_x=\hbar^{-1}\partial E/\partial k_x$.

\subsection{Ballistic contact}

If the contact is much shorter than the mean free path, electrons cross it without scattering. A voltage $V$ fills right-moving states in an energy window $eV$ that have no left-moving counterpart. Each carries charge $e$ at velocity $v_x$, so for area $A$
\begin{equation}
\frac{G_s}{A}=e^2\!\int\!\frac{d^3k}{(2\pi)^3}\,\delta(E_s-E_F)\,v_x\theta(v_x)
=\frac{e^2}{2}\langle N|v_x|\rangle_s .
\end{equation}
The factor $1/2$ arises because right-movers and left-movers contribute equally to $|v_x|$. Now integrate over $k_x$ first. At a crossing of the Fermi surface the delta function gives $1/(\hbar |v_x|)$, which cancels the velocity. Each right-moving crossing contributes $1/\hbar$. If every line along $k_x$ has at most one such crossing, what remains is the projected area $S_s$ of the Fermi surface:
\begin{equation}
\frac{G_s}{A}=\frac{e^2}{(2\pi)^3\hbar}S_s=\frac{e^2}{h}\,\frac{S_s}{4\pi^2}.
\end{equation}
A heavy band has many states, but they arrive slowly, and the two effects cancel. For a sphere $S_s=\pi k_s^2$, giving $k_s^2/4\pi$ channels per unit area, whatever the mass.

\subsection{Diffusive contact}

In a long contact a field $\mathcal E$ drives the electrons, and scattering restores equilibrium in a time $\tau_s$. The steady Boltzmann equation, to first order in the field, is
\begin{equation}
-\frac{e\mathcal E}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{\delta f}{\tau_s}.
\end{equation}
Since $\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial E$ and, at low temperature, $\partial f_0/\partial E=-\delta(E-E_F)$,
\begin{equation}
\delta f=-e\mathcal E\tau_s v_x\,\delta(E-E_F).
\end{equation}
This is the first factor of velocity. The current density $-e\int v_x\,\delta f\,d^3k/(2\pi)^3$ supplies the second:
\begin{equation}
\sigma_s=e^2\tau_s\langle N v_x^2\rangle_s .
\label{sigma}
\end{equation}
The average also has a geometric reading. From $\hbar v_x\delta(E-E_F)=-\partial\theta(E_F-E)/\partial k_x$ and an integration by parts, whose boundary terms vanish for a closed surface or a periodic zone,
\begin{equation}
\langle N v_x^2\rangle_s=\int_{\rm occ}\!\frac{d^3k}{(2\pi)^3}\,\frac{1}{\hbar^2}\frac{\partial^2E_s}{\partial k_x^2}.
\end{equation}
The ballistic contact sees an area; the diffusive contact sees the occupied volume weighted by inverse mass. Both statements were tested on a warped band, $E=-\cos k_x-\cos k_y-\cos k_z$ at $E_F=-1.5$ in dimensionless units: the surface averages agreed with the projected area within $0.3\%$ and with the inverse-mass integral within $0.5\%$.

\section{The two-band comparison}

Let each spin have one parabolic band, with speed $v_s=\hbar k_s/m_s$ and $N_s=m_sk_s/(2\pi^2\hbar^2)$. On a sphere the mean of $|v_x|$ is $v_s/2$ and that of $v_x^2$ is $v_s^2/3$. These factors are common to both spins and cancel in $P$. With equal lifetimes the weights are
\begin{equation}
N:\ m_sk_s,\qquad Nv:\ k_s^2,\qquad Nv^2:\ k_s^3/m_s ,
\end{equation}
up to constants. The majority-to-minority ratios in the example are
\begin{equation}
r_0=\frac{11}{24}=0.458,\quad r_1=\frac{121}{64}=1.891,\quad r_2=\frac{1331}{512/3}=7.80 .
\end{equation}
Then $P_n=(r_n-1)/(r_n+1)$ gives $P_0=-0.371$, $P_1=0.308$ and $P_2=0.773$. Here $P_0$ is a reference value; a tunnel junction measures it only if its matrix elements do not themselves select by velocity.

The three are tied together. Because $r_n=(N_\uparrow/N_\downarrow)(v_\uparrow/v_\downarrow)^n$ and $\operatorname{artanh}P=\tfrac12\ln[(1+P)/(1-P)]=\tfrac12\ln r$,
\begin{equation}
\operatorname{artanh}P_n=\frac12\ln\frac{N_\uparrow}{N_\downarrow}+\frac n2\ln\frac{v_\uparrow}{v_\downarrow}.
\label{ladder}
\end{equation}
Each power of velocity adds the same step. The speeds are $1.273$ and $0.309\ \mathrm{nm/fs}$, their ratio is $4.125$, and the step is $0.7085$. The values of $\operatorname{artanh}P_n$ are $-0.390$, $0.318$ and $1.027$, evenly spaced as required.

Two special cases show what matters. If the speeds are equal, the step vanishes and all three polarizations coincide, however different the densities of states. If instead the wavevectors are equal and the masses differ, then $r_1=1$ and $r_2=1/r_0$: the ballistic contact reports zero, while $P_2=-P_0$. With masses $1$ and $3$ these would be $+0.5$ and $-0.5$.

A single spherical Fermi surface with one speed for each spin is sufficient for equal steps, but not necessary. In general define $\kappa_s=\langle Nv_x^2\rangle_s\langle N\rangle_s/\langle N|v_x|\rangle_s^2$. Forming the ratios directly gives $\ln r_2-2\ln r_1+\ln r_0=\ln(\kappa_\uparrow/\kappa_\downarrow)$. The steps are equal when $\kappa_\uparrow=\kappa_\downarrow$. They differ when the relative spread of $|v_x|$ differs between spins, as it can when light and heavy bands coexist.

\section{The condition hidden in ``velocity squared''}

Equation~(\ref{sigma}) contains $\tau_s$. Unequal lifetimes add $\tfrac12\ln(\tau_\uparrow/\tau_\downarrow)$ to $\operatorname{artanh}P_2$, and this can be as large as the effect under discussion. Two cases illustrate this.

Suppose the mean free paths $l_s=v_s\tau_s$ are equal, as when boundaries or defects set a common distance. Then $N_sv_s^2\tau_s=N_sv_sl$, and the second velocity is lost. The diffusive contact reports the ballistic value, $0.308$.

Suppose instead that an electron scatters into states of its own spin with equal matrix elements. The golden rule gives $1/\tau_s\propto N_s$, so $N_sv_s^2\tau_s\propto v_s^2$ and
\begin{equation}
P=\frac{v_\uparrow^2-v_\downarrow^2}{v_\uparrow^2+v_\downarrow^2}=0.889 .
\end{equation}
The weight $Nv^2$ thus belongs to a common lifetime, not to diffusion as such.

\section{From one limit to the other}

A slab of length $L$, wide or with specular side walls, contains both regimes. Let $\mu$ be the cosine of the angle to $x$, $f(x,\mu)$ the excess occupation, and let scattering be elastic and isotropic:
\begin{equation}
\mu\frac{\partial f}{\partial x}=\frac{\varphi-f}{l_s},\qquad \varphi=\frac12\int_{-1}^{1}f\,d\mu .
\label{slab}
\end{equation}
Electrons enter from the left with $f=1$ and none enter from the right. If $T$ is the transmitted fraction of the incident flux,
\begin{equation}
G_s=\frac{e^2}{h}\frac{Ak_s^2}{4\pi}\,T(L/l_s).
\end{equation}
For $L\ll l_s$, $T\to1$ and the ballistic result returns.

For $L\gg l_s$, integrate (\ref{slab}) over $\mu$: the right side vanishes, so $J=\int\mu f\,d\mu$ is constant. Multiply by $\mu$ and integrate again. The $\varphi$ term is odd and drops out, leaving $\frac{d}{dx}\int\mu^2f\,d\mu=-J/l_s$. Deep in the slab $f$ is nearly isotropic, so the integral is $\tfrac23\varphi$ and $J=-\tfrac23l_s\,d\varphi/dx$. To leading order $\varphi$ falls from 1 to 0 over $L$, hence $J=2l_s/(3L)$. The incident flux is $\int_0^1\mu\,d\mu=\tfrac12$, so
\begin{equation}
T\to\frac{4l_s}{3L},\qquad G_s\to\frac{e^2}{h}\frac{A\,k_s^2l_s}{3\pi L}.
\end{equation}
This equals $\sigma_sA/L$, since $e^2N_sv_s^2\tau_s/3=e^2k_s^2l_s/(6\pi^2\hbar)$ on using $m_sv_s=\hbar k_s$. The extra velocity enters through the mean free path: at equal lifetime, fast electrons travel farther between collisions and are turned back less often.

With $\tau=10$ fs the mean free paths are $12.7$ and $3.1$ nm. A contact can therefore be short for one spin and long for the other.

\section{What the superconducting tip reads}

At voltages below the gap no single electron can enter the superconductor. An incoming electron of one spin takes a partner from the other spin band and leaves a hole there, transferring charge $2e$. The current is thus limited by the availability of partners. Let $G_N$ be the conductance with the tip normal and $G_{NS}$ that with it superconducting, at zero bias. The tip's own resistance is neglected and, at first, the interface is transparent to both spins. When their speeds differ, this requires material properties that change gradually over the electron wavelength, because an abrupt step can match the tip to only one of the two speeds.

\subsection{Ballistic rule}

A smooth interface conserves the wavevector parallel to it. Majority channels fill a disc of radius $k_\uparrow$, minority channels a smaller disc of radius $k_\downarrow$ inside it. Inside the small disc an incident electron of either spin is converted and contributes $2e^2/h$, which makes $4e^2/h$ per pair of channels. Outside it a majority electron finds no partner and is reflected. Therefore
\begin{equation}
\frac{G_{NS}}{G_N}=\frac{4k_\downarrow^2}{k_\uparrow^2+k_\downarrow^2}=2(1-P_1),
\label{ballistic}
\end{equation}
because $1-P_1=2k_\downarrow^2/(k_\uparrow^2+k_\downarrow^2)$. The example gives $4\times64/185=1.384$.

\subsection{Diffusive rule}

Now the two spins cross resistors $G_\uparrow$ and $G_\downarrow$ before reaching the tip, without flipping. Measure potentials from that of the superconductor. Equal numbers of each spin enter the condensate, so $I_\uparrow=I_\downarrow$. The transparent interface matches majority electrons to minority holes, so the two spin potentials there are opposite, $u$ and $-u$:
\begin{equation}
I_\uparrow=G_\uparrow(V-u),\qquad I_\downarrow=G_\downarrow(V+u).
\end{equation}
Equating them gives $u=PV$. The total current is $2G_\uparrow V(1-P)$, and $1-P=2G_\downarrow/(G_\uparrow+G_\downarrow)$, so
\begin{equation}
G_{NS}=\frac{4G_\uparrow G_\downarrow}{G_\uparrow+G_\downarrow},\qquad
\frac{G_{NS}}{G_N}=\frac{4G_\uparrow G_\downarrow}{(G_\uparrow+G_\downarrow)^2}=1-P^2 .
\label{diffusive}
\end{equation}
The spin resistances act in series. With $P=P_2$ the ratio is $0.403$.

Applying the ballistic rule to this contact would give
\begin{equation}
P_{\rm read}=1-\tfrac12(1-P^2)=\tfrac12(1+P^2).
\end{equation}
A nonmagnetic diffusive contact would be assigned $0.5$. In the example the reading is $0.799$ instead of $0.773$. It is close because the error is $P_{\rm read}-P=\tfrac12(1-P)^2$, which is small at high polarization. Agreement there does not validate the rule.

\subsection{The crossover}

Equation (\ref{slab}) was solved numerically for both spins, and for an electron that enters in one spin band and leaves as a hole in the other. The lifetime is fixed at 10 fs and only $L$ varies:
\begin{center}
\begin{tabular}{rccc}
$L$ (nm) & $P$ & $G_{NS}/G_N$ & ballistic reading\\
1 & 0.386 & 1.213 & 0.393\\
10 & 0.602 & 0.746 & 0.627\\
30 & 0.696 & 0.553 & 0.724\\
100 & 0.747 & 0.453 & 0.774\\
1000 & 0.770 & 0.408 & 0.796
\end{tabular}
\end{center}
At $L=10^{-3}$ nm, a purely mathematical limit, $P$ agreed with $P_1$ within $0.002$ and the ratio with (\ref{ballistic}) within $0.003$. At $L=10^4$ nm they agreed with $P_2$ and (\ref{diffusive}) within $0.002$ and $0.005$.

Even at 1 nm the polarization is well above $0.308$. A first-order estimate shows why. An electron at angle cosine $\mu$ travels $L/\mu$, so the flux-weighted collision probability is $\int_0^1 2\mu\,(L/\mu l_s)\,d\mu=2L/l_s$. Half of the scattered electrons go back, so $T\simeq1-L/l_s$. This estimates the loss at about $0.08$ for the majority but $0.32$ for the minority, the latter already too large for a first-order formula to be accurate; equation (\ref{slab}) itself gives $0.07$ and $0.22$. The slow spin leaves the ballistic regime first. The 1 nm row is a statement about the model only: that length barely exceeds the Fermi wavelengths, $0.57$ and $0.79$ nm, so neither the semiclassical equation nor an interface smooth over a wavelength is justified there.

\section{What the ideal reading leaves out}

\subsection{Spin flips}

The diffusive rule relies on a spin imbalance near the tip, which spin flips relax over a length $l_{sf}$. Let $g_s$ be the spin conductivities, $g=g_\uparrow+g_\downarrow$, and $\mu_s$ now the spin potentials. The mean $M=(g_\uparrow\mu_\uparrow+g_\downarrow\mu_\downarrow)/g$ obeys $M'=-j/g$ for total current density $j$. The difference $D=\mu_\uparrow-\mu_\downarrow$ obeys $D''=D/l_{sf}^2$. It vanishes at the reservoir, $x=0$, so $D\propto\sinh(x/l_{sf})$.

Substituting $\mu_\uparrow=M+g_\downarrow D/g$ and $\mu_\downarrow=M-g_\uparrow D/g$ into the tip conditions at $x=L$ gives two relations. Equal spin currents, $g_\uparrow\mu_\uparrow'=g_\downarrow\mu_\downarrow'$, require $PgM'+2g_\uparrow g_\downarrow D'/g=0$. With $g_\uparrow g_\downarrow=g^2(1-P^2)/4$ this is $D'=2Pj/[g(1-P^2)]$. Opposite potentials, $\mu_\uparrow+\mu_\downarrow=0$, require $M(L)=PD(L)/2$. Since $D(L)=l_{sf}\tanh(L/l_{sf})\,D'(L)$ and $V=M(L)+jL/g$,
\begin{equation}
\frac{G_{NS}}{G_N}=\frac{jL/g}{V}=\left[1+\frac{P^2}{1-P^2}\,\frac{\tanh y}{y}\right]^{-1},\quad y=\frac{L}{l_{sf}} .
\end{equation}
For $y\to0$ this is $1-P^2$; for $y\to\infty$ it tends to 1, and the polarization becomes invisible. A discrete resistor network reproduced it within $0.001$ at $y=0.3$ and $2.5$. For $y=2.5$ and $P=P_2$, this formula raises the ratio from $0.403$ to $0.631$, and equation (\ref{diffusive}) would then infer $0.61$ instead of $0.77$. These are values of the diffusion limit. With $l_{sf}=40$ nm, $y=2.5$ means $L=100$ nm, only about eight majority mean free paths; there the table already gives $0.453$ without spin flips, so the ratio with flips lies above $0.631$ as well.

\subsection{Velocity mismatch at the tip}

Let $u$, $d$ and $s$ now be the normal velocities of majority, minority and tip electrons in one ballistic channel. At zero energy the tip supports the electron--hole waves $c_1(1,-i)e^{ikx}$ and $c_2(-i,1)e^{-ikx}$; their slow decay is negligible over a wavelength. With electron and hole reflection amplitudes $r_e$ and $r_h$, continuity of wave and flux gives
\begin{align}
1+r_e&=c_1-ic_2, & u(1-r_e)&=s(c_1+ic_2),\\
r_h&=-ic_1+c_2, & d\,r_h&=-s(ic_1+c_2).
\end{align}
The second line yields $c_2=ic_1(d-s)/(d+s)$ and $r_h=-2isc_1/(d+s)$. Adding $u$ times the first equation to the second gives $2u=c_1(u+s)-ic_2(u-s)=2c_1(ud+s^2)/(d+s)$. Hence $r_h=-2ius/(ud+s^2)$, and the conversion probability is
\begin{equation}
\frac du|r_h|^2=\frac{4uds^2}{(ud+s^2)^2}.
\end{equation}
It is unity when $s^2=ud$, even if neither spin matches the tip by itself. For a one-band tip with $12\ \mathrm{nm^{-1}}$ and $2m_e$, $s=0.695$ nm/fs at normal incidence, close to $\sqrt{ud}=0.627$, and the probability is $0.990$. The normal-state transmissions are lower, $0.913$ and $0.852$.

Summed over channels, the ratio rises from $1.384$ to $1.434$, and the ballistic rule reads $0.283$. Yet the normal current now has $P=0.421$, because the interface filters the spins. The reading moves down while the current polarization moves up: with mismatch, (\ref{ballistic}) no longer measures the polarization of the current.

\section{Beside a real contact}

To judge thermal smearing, take a gap of $0.7$ meV, roughly that of tantalum, at $1.5$ K; the tip wavevector and mass used above are model values. The thermal weight outside the gap, $2/(e^{\Delta/k_BT}+1)$, is then $0.9\%$, so few of the electrons that carry the current lie outside the gap. Smearing can still matter, because for the velocities used here the conversion probability also varies inside the gap. At the gap edge the factors $-i$ in the tip waves become $1$, and the same matching gives $4ud/(u+d)^2$, which is $0.63$ at normal incidence instead of $0.990$. The mismatched ratio $1.434$ is therefore a zero-temperature value, and warming lowers it. Electron and hole dephase over $1/(k_\uparrow-k_\downarrow)=0.33$ nm, which supports neglecting pair coherence in the longer contacts. In the ballistic limit a contact 10 nm across has $78.5\times185/(4\pi)\simeq1156$ channels and a resistance of $22\ \Omega$, a reasonable size for a metallic point contact. This is only the ballistic part: the minority mean free path, $3.1$ nm, is shorter than such an opening is wide, so with the model's lifetime scattering adds to the resistance. The model resistivity, $14\ \mu\Omega\,$cm, is plausible for a disordered metal film.

The ferromagnet is less realistic. Its spin imbalance, $(k_\uparrow^3-k_\downarrow^3)/6\pi^2\simeq14$ electrons per $\mathrm{nm^3}$, is less than a tenth of iron's, and real $3d$ ferromagnets have several bands of each spin. Contact polarizations reported for them are roughly $0.4$ to $0.5$, well below the model's diffusive $0.77$. The common lifetime is also an exposed assumption: the two alternatives above move that number to $0.31$ or $0.89$. Within this model, a difference between a ballistic and a diffusive contact gives the speed ratio through (\ref{ladder}) when lifetimes are equal, each spin has one spherical Fermi surface with a single speed, interface filtering and spin flips are negligible, each contact lies deep in its regime for both spins, and each reading has been converted by the rule for that regime. The polarizations at 1 and 1000 nm in the table would give a speed ratio of $3.4$ instead of $4.1$, mainly because the shorter contact is not yet ballistic for the minority. These conditions are hard to meet together. The ballistic contact must be much shorter than $3.1$ nm, which is only a few Fermi wavelengths. The diffusive one must be much longer than $12.7$ nm yet much shorter than $l_{sf}$, and with $l_{sf}=40$ nm no length satisfies both: at 1000 nm the spin-flip formula gives a ratio of $0.94$, which (\ref{diffusive}) would read as $0.24$. The relation orders the regimes; it is a way to measure speeds only where the spin-flip length far exceeds the longer mean free path.

\section*{Values computed for the example and the checks}
\begin{verbatim}
wavevectors up, dn: 11.0, 8.0 1/nm
masses up, dn: 1.0, 3.0 electron masses
lifetime, both spins: 10.0 fs
band fillings up, dn: 4.610, 0.813 eV
speeds up, dn: 1.2734, 0.3087 nm/fs
speed ratio up/dn: 4.1250
mean free paths up, dn: 12.73, 3.09 nm
density of states up, dn: 7.313, 15.956 1/(eV nm^3)
weight ratios up/dn for N, Nv, Nv^2: 0.4583, 1.8906, 7.7988
P_0 (weight N): -0.3714
P_1 (weight Nv, ballistic): 0.3081
P_2 (weight Nv^2, diffusive): 0.7727
artanh P_0, P_1, P_2: -0.3901, 0.3185, 1.0270
step (1/2) ln(v_up/v_dn): 0.7085
resistivity: 13.99 microohm cm
contact diameter: 10.0 nm; ballistic resistance: 22.32 ohm
ideal G_NS/G_N ballistic: 1.3838
ideal G_NS/G_N diffusive: 0.4029
diffusive contact read by ballistic rule: P = 0.7985
Boltzmann slab: L (nm), P, G_NS/G_N, P by ballistic rule
       1  0.3855  1.2132  0.3934
      10  0.6019  0.7462  0.6269
      30  0.6960  0.5530  0.7235
     100  0.7466  0.4530  0.7735
    1000  0.7700  0.4082  0.7959
long slab, equal mean free paths: P = 0.3081
diffusive, lifetime ~ 1/N_s: P = 0.8890
spin-flip length: 40 nm; contact length: 100 nm
diffusive G_NS/G_N with spin flips: 0.6310
P read from it by sqrt(1-ratio): 0.6074
tip wavevector, mass: 12.0 1/nm, 2.0 electron masses
tip speed: 0.6946 nm/fs
Andreev probability, normal incidence: 0.9896
normal-state transmission up, dn, normal incidence: 0.9135, 0.8521
ballistic G_NS/G_N with mismatch: 1.4339
P read from it by ballistic rule: 0.2830
normal-current P with mismatch: 0.4212
rough Ta gap: 0.7 meV; temperature: 1.5 K
thermal energy: 0.1293 meV; thermal weight outside gap: 0.00886
pair dephasing length 1/(k_up-k_dn): 0.333 nm
\end{verbatim}
